# Why exp(2πiX/L) averages to zero in a partly filled band

Put one free electron on a ring of circumference \(L\), in the state \(\psi_0=1/\sqrt L\). The expectation of \(e^{2\pi i x/L}\) is

\[
\frac1L\int_0^L e^{2\pi i x/L}\,dx=0 .
\]

One reading is that the electron is spread evenly, so the average has no preferred direction in the complex plane. A second reading carries over to many electrons and to a crystal. The factor \(e^{2\pi i x/L}\) turns the state of zero momentum into the next momentum state, \(e^{2\pi i x/L}/\sqrt L\), which is orthogonal to the original.

Now take three free electrons of one spin, with momenta \(-1,0,1\) in units of \(2\pi/L\). Multiplying by the same factor for each electron gives momenta \(0,1,2\). Two of the three are occupied in both states, but momentum 2 was empty and momentum \(-1\) is no longer filled. That one mismatch makes the two three-electron states orthogonal. A partly filled band works in the same way, while a full band has no empty place into which an electron can be pushed.

## The ring crystal

Let a periodic potential of period \(a\) act on a ring of \(M\) cells, so that \(L=Ma\). Hartree atomic units are used. With periodic boundary conditions, the Bloch states of one band are

\[
\psi_j(x)=\frac{1}{\sqrt M}\,e^{ijbx}u_j(x),\qquad b=\frac{2\pi}{L},\qquad u_j(x+a)=u_j(x),
\]

where \(u_j\) is normalized over one cell. The labels \(j\) and \(j+M\) denote the same state, since \(Mb=2\pi/a\) is a reciprocal lattice vector. The band is isolated: a gap separates it from the others at every \(k=jb\).

For \(N\) electrons of one spin, define

\[
\hat B=\prod_{i=1}^{N}w(x_i)=e^{2\pi iX/L},\quad w(x)=e^{ibx},\quad X=\sum_i x_i,\quad z=\langle\Psi|\hat B|\Psi\rangle .
\]

This is Resta's expectation. Its phase defines the expectation of the summed position \(X\) as \((L/2\pi)\arg z\), modulo \(L\). If \(z=0\), this position is undefined.

The claim is that \(z=0\) at any finite \(L\) when \(\Psi\) is a single determinant of Bloch states from the band and \(0<N<M\). The words "single determinant of Bloch states" matter, as a degenerate ground level will show.

## One electron moves by one mesh step

Consider the matrix element of \(w\) between two Bloch states. Write \(x=ma+y\), with \(m\) the cell number and \(y\) the position inside the cell. Because the \(u_j\) are periodic,

\[
S_{j'j}=\langle\psi_{j'}|w|\psi_j\rangle
=\left[\frac1M\sum_{m=0}^{M-1}r^m\right]\int_0^a e^{i(j+1-j')by}\,u_{j'}^*(y)\,u_j(y)\,dy,
\]

with \(r=e^{i(j+1-j')ba}=e^{2\pi i(j+1-j')/M}\). This number satisfies \(r^M=1\). If \(r\ne1\), the sum is \((r^M-1)/(r-1)=0\). If \(r=1\), the bracket equals 1. Therefore

\[
S_{j'j}=0\quad\text{unless}\quad j'=j+1\ (\text{mod }M).
\]

The surviving element is \(\langle u_{j+1}|u_j\rangle\), where at the zone boundary \(u_{j+1}\) means the cell function continued across it, \(u_{j+M}(y)=e^{-2\pi iy/a}u_j(y)\). This factor depends on position, so dropping it changes the magnitude of the overlap and not only its phase. Call its magnitude the link \(\ell_j=|\langle u_{j+1}|u_j\rangle|\).

The operator shifts the crystal momentum, but it does not carry the band into itself. The function \(w\psi_j\) has norm 1 and consists of states from all bands at \(j+1\). Its weight in the original band is \(\ell_j^2\), so \(1-\ell_j^2\) leaks into other bands. The leakage cannot rescue a vanishing overlap, because the leaked part also has label \(j+1\).

## From one electron to a determinant

Let \(\Psi=(N!)^{-1/2}\sum_P\mathrm{sgn}(P)\prod_i\psi_{P(i)}(x_i)\), where \(P\) runs over the assignments of occupied states to electrons. Since \(\hat B\) is a product of one-electron factors,

\[
z=\frac1{N!}\sum_{P,Q}\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\prod_{i=1}^N S_{P(i)Q(i)} .
\]

For fixed \(Q\), reorder the product by the state \(j=Q(i)\) and set \(R=PQ^{-1}\). The signs combine to \(\mathrm{sgn}(R)\). Each of the \(N!\) choices of \(Q\) gives the same sum, so

\[
z=\sum_R\mathrm{sgn}(R)\prod_{j\in\mathrm{occ}}S_{R(j)j}=\det S .
\]

A term survives only if \(R(j)=j+1\) for every occupied \(j\). Hence, if \(j\) is occupied, \(j+1\) must be occupied too, then \(j+2\), and so on around the zone. A nonempty set with this property is the whole mesh. Every other nonempty set has an occupied state whose successor is empty. The corresponding column of \(S\) is zero, and so is the determinant.

The zero needs neither a smooth Fermi sea nor the lowest energy. For \(M=12\), the determinants of all 4095 nonempty occupied sets were computed from real-space overlaps, and one was nonzero: the full band. By linearity, a statistical mixture of Bloch determinants from this band, at fixed \(N\) with \(0<N<M\), also has \(z=0\). Thermal redistribution within the band at fixed \(N\) does not restore it.

## Which electron is responsible

Take \(v(x)=-A\cos(2\pi x/a)\) with the round values \(a=5\) bohr, \(A=0.2\) hartree and \(M=12\). Then \(L=60\) bohr and \(b=2\pi/60=0.1047\) bohr\(^{-1}\). Five electrons fill \(j=-2,\dots,2\) of the lowest band. The boost gives \(-1,\dots,3\).

Each row and column of \(S\) has at most one nonzero element, so \(S^\dagger S\) is diagonal and the singular values of \(S\) are the links, with a zero for the electron that leaves. Diagonalizing the whole ring on a real-space grid, without Bloch's theorem, gives

\[
0.99958,\quad0.99958,\quad0.99934,\quad0.99934,\quad0 .
\]

The pairs arise because time reversal makes the links \(j\to j+1\) and \(-j-1\to-j\) equal. The singular vectors of the zero identify the mismatch: the state that leaves the occupied space is \(j=+2\), and the occupied state that nothing reaches is \(j=-2\), both with weight 1.00000000. The other four electrons overlap almost perfectly with their new places. Their links multiply to

\[
0.99958^2\times0.99934^2\approx0.9978 .
\]

Thus \(z\) does not vanish through many small reductions. One factor is zero.

## The full band

When \(N=M\), the permutation \(R(j)=j+1\) is allowed. It is a single cycle of length \(M\), with sign \((-1)^{M-1}\), and

\[
|z|=\prod_{j=0}^{M-1}\ell_j .
\]

For 12 cells this is 0.8783. The links are smallest near the zone edge, where the cell function changes fastest. The leaked weight is 0.08% for \(j=0\to1\), but 8.4% for \(j=5\to6\), where \(\ell_5=0.957\).

The approach to 1 on a finer mesh follows from a Taylor expansion. Let \(u\) be normalized and smooth in \(k\), with primes for \(k\) derivatives:

\[
\langle u_k|u_{k+b}\rangle=1+b\langle u|u'\rangle+\tfrac12b^2\langle u|u''\rangle+O(b^3).
\]

Differentiating \(\langle u|u\rangle=1\) once gives \(\mathrm{Re}\langle u|u'\rangle=0\). Differentiating twice gives \(\mathrm{Re}\langle u|u''\rangle=-\langle u'|u'\rangle\). The squared modulus is therefore

\[
|\langle u_k|u_{k+b}\rangle|^2=1-b^2g(k)+O(b^3),\qquad
g=\langle u'|u'\rangle-|\langle u|u'\rangle|^2 .
\]

The quantity \(g\) is the quantum metric. It measures how far the state turns out of itself as \(k\) changes. The cell Hamiltonian is \(H_k=(p+k)^2/2+v\), so \(\partial_kH_k=p+k\). First-order perturbation theory gives the part of \(u'\) in band \(m\), and the constant \(k\) drops out by orthogonality:

\[
g(k)=\sum_{m\ne0}\frac{|\langle u_m|p|u_0\rangle|^2}{(E_m-E_0)^2}.
\]

Taking the logarithm of the product of links leads to

\[
\lambda^2\equiv-\left(\frac{L}{2\pi}\right)^2\frac{\ln|z|^2}{N}
\;\longrightarrow\;\frac1M\sum_k g(k)\qquad(N=M\to\infty).
\]

For 12 cells, \(\lambda^2=(60/2\pi)^2\times[-\ln(0.8783^2)]/12\approx1.97\) bohr². For 24 cells, \(|z|=0.9368\) and \(\lambda^2=1.984\) bohr². The band average of \(g\), from separate one-cell calculations, is 1.987 bohr². The length \(\lambda\) is thus about 1.41 bohr. Since \(-\ln|z|^2\) is close to \(4\pi^2\lambda^2/(Ma^2)\), \(|z|\) tends to 1 as the ring grows. For the partly filled band, \(z=0\) makes \(\lambda^2\) infinite already on a finite ring.

The approach to 1 needs the gap. If \(A\) is set to zero, the Bloch states become plane waves. Twelve electrons with momenta \(-5,\dots,6\) are then boosted to \(-4,\dots,7\), and the plane wave 7 is orthogonal to the plane wave \(-5\) it should replace, so this determinant has \(z=0\). It is one of two degenerate choices, since the waves \(6\) and \(-6\) have the same energy. An arbitrarily weak potential selects their standing wave, the two links at the zone edge each tend to \(1/\sqrt2\), and for 12 cells \(|z|\) tends to one half as \(A\to0\). For an odd number of cells no mesh point lies on the zone edge, the link that crosses it tends to zero, and so does \(z\). In neither case does \(|z|\) approach 1. With the potential present, Bragg reflection mixes these waves near the zone edge, and the electron pushed over the edge re-enters the same band on the other side.

## When the ground level is degenerate

The zero can fail for independent electrons in a perfect crystal. In this lowest band the energy rises with \(|j|\). An even number \(N=2m<M\) fills \(-m+1,\dots,m-1\) and leaves one electron to choose between the degenerate states \(m\) and \(-m\). Call the two determinants

\[
|A\rangle:\ \{-m+1,\dots,m\},\qquad |B\rangle:\ \{-m,\dots,m-1\}.
\]

Each has \(z=0\). But \(\hat B\) shifts the labels of \(|B\rangle\) onto those of \(|A\rangle\), so

\[
|\langle A|\hat B|B\rangle|=\prod_{j=-m}^{m-1}\ell_j .
\]

The reverse element \(\langle B|\hat B|A\rangle\) vanishes, because the boost moves \(|A\rangle\) further away from \(|B\rangle\). For \(\Psi=\alpha|A\rangle+\beta|B\rangle\), this leaves

\[
|z|=|\alpha||\beta|\prod_{j=-m}^{m-1}\ell_j .
\]

A real wavefunction has \(|\alpha|=|\beta|=1/\sqrt2\), since the states \(\pm m\) are complex conjugates. The last electron then forms a standing wave, and \(|z|\) is half the product of links. The real eigenvectors of the ring give \(|z|=0.4989\) for \(N=4\), which is half of 0.9978. For \(N=10\) the value is 0.4793, because the links closer to the zone edge are smaller. For odd \(N<12\), the computed values are below \(10^{-12}\), which is rounding.

This exception does not fade with size. At fixed filling, the product contains \(N\) links that differ from 1 by order \(b^2\), so it tends to 1 and \(|z|\) tends to one half. A large \(|z|\) from an open shell is therefore no evidence of an insulator.

## An impurity joins the two edges

A static impurity breaks the translation symmetry behind the selection rule. Return to \(N=5\) and add a weak potential \(V\). To first order, the ground state acquires determinants \(D\) in which one electron has moved from an occupied state "in" to an empty state "out", with amplitude \(c_D=V_{\mathrm{out,in}}/(E_{\mathrm{in}}-E_{\mathrm{out}})\), and

\[
z\approx\sum_D\left[c_D\langle\Psi_0|\hat B|D\rangle+c_D^*\langle D|\hat B|\Psi_0\rangle\right].
\]

In the first term, the boost must bring the labels of \(D\) onto \(-2,\dots,2\). Hence \(D\) has labels \(-3,\dots,1\): the impurity has scattered an electron from \(+2\) to \(-3\), across the Fermi sea. In the second term it has scattered one from \(-2\) to \(+3\). These determinants are complex conjugates of each other. With \(\Psi_0\) and \(V\) real, their amplitudes are conjugate too, and the two terms are equal. The receiving state may lie in any band \(n\), so

\[
|z|\approx2\left(\prod_{j=-2}^{1}\ell_j\right)
\left|\sum_n\frac{\langle\psi_{-2}|w|\psi_{n,-3}\rangle\,\langle\psi_{n,-3}|V|\psi_2\rangle}{E_2-E_{n,-3}}\right| .
\]

As an example, take a Gaussian of height 0.01 hartree and standard deviation 1 bohr, centred at \(x=0.37L\). Within the lowest band, the scattering element is \(2.329\times10^{-4}\) hartree and the energy step is 0.02297 hartree. Leaving out the links, which are close to 1,

\[
|z|\approx\frac{2\times2.329\times10^{-4}}{0.02297}=0.0203 .
\]

The formula with all links and bands also gives 0.0203. Diagonalizing the ring with the impurity gives 0.0207, so first order is about 2% below the full result. The exact zero belongs to the perfect ring; this impurity replaces it by a small number.

## What repulsion can change

For two spins, let \(\Psi\) be a product of an up and a down determinant, as it is for independent electrons in closed shells. Then \(z=z_\uparrow z_\downarrow\). If both are Bloch determinants, one partly filled spin species is enough to make it zero.

For interacting electrons, \(\Psi\) is no longer one determinant, but part of the argument survives. Let \(T\) translate all electrons by \(a\). Each factor \(w\) then gains the phase \(e^{iba}=e^{2\pi i/M}\), so \(T^\dagger\hat BT=e^{2\pi iN_{\rm tot}/M}\hat B\), where \(N_{\rm tot}\) counts both spins. A nondegenerate ground state of a translation-invariant Hamiltonian changes only by a phase under \(T\). That phase cancels in the expectation, and

\[
z=\langle T\Psi|\hat B|T\Psi\rangle=e^{2\pi iN_{\rm tot}/M}\,z .
\]

Thus \(z=0\) unless \(N_{\rm tot}/M\) is an integer, whatever the strength of the repulsion. This zero does not show that the state is a metal. Spinless electrons at half filling with strong nearest-neighbour repulsion occupy alternate sites and are insulating, yet the nondegenerate ground state of a finite ring superposes the two patterns, whose values of \(X\) differ by \(L/2\), and their contributions to \(z\) cancel. In a six-site Hubbard ring with three up electrons, one down electron and repulsion \(U=4t\), where \(t\) is the hopping, the filling is \(4/6\) and the computed \(|z|\) is zero to rounding.

One electron per site is different. The phase is then 1 and this rule says nothing. Independent electrons in closed shells still give zero, because each spin species is half filled and can be translated separately. Repulsion ties the species together and removes that separate symmetry. For three up and three down electrons on six sites, \(|z|\) is 0 at \(U=0\), 0.560 at \(U=4t\) and 0.869 at \(U=8t\). In the limit of infinite \(U\), each site holds one electron. With sites numbered 0 to 5, \(X/a=15\), so \(z=e^{2\pi i\,15/6}=-1\) and \(|z|=1\). The half-filled band has become a state with one electron fixed to each site, which no single determinant of Bloch states of the one-site cell with three electrons of each spin describes, since every such determinant has \(z=0\). A determinant that breaks the translation symmetry escapes the rule: with up electrons on sites 0, 2, 4 and down electrons on sites 1, 3, 5, each spin fills a band of the doubled cell and \(z=-1\).

## Lines of k in two dimensions

In two dimensions, the operator built from the \(x\) coordinates shifts \(k_x\) and leaves \(k_y\) alone. The matrix \(S\) splits into one block for each line of constant \(k_y\), and \(z_x\) is the product of the block determinants. It vanishes when at least one line is partly filled. A completely empty line contributes a factor of 1. A completely filled line contributes a factor whose magnitude is the product of its links, which is nonzero unless one of those links happens to be zero.

A finite mesh may miss the partly filled lines. Consider a square lattice with one orbital per site and

\[
E=-2t_x\cos(k_xa)-2t_y\cos(k_ya),\qquad t_x=0.05\,t_y,
\]

half filled with electrons of one spin. On a \(6\times6\) mesh, the \(t_y\) term takes the values \(-2,-1,-1,1,1,2\) in units of \(t_y\), and the \(t_x\) term spreads each line by at most \(\pm0.1\,t_y\). The 18 electrons therefore fill three complete lines. The result is \(|z_x|=1\), as for an insulator along \(x\), while \(|z_y|\) is zero to rounding.

On a \(6\times12\) mesh, the lines \(k_ya=\pm\pi/2\) appear. Their \(t_y\) term vanishes, so the sign of \(\cos(k_xa)\) decides which of their states are filled: three of six on each line. Now \(z_x=0\), with the hopping and the filling unchanged. In the infinite lattice, the Fermi level cuts every line whose \(|k_ya|\) lies within \(\arcsin0.05\approx0.05\) of \(\pi/2\). The coarse mesh had no line in that narrow window. The selection rule was not at fault; the sampled occupied set differed from that of the extended crystal.

The computed values quoted here appear in the numerical output below or follow from it by short arithmetic.

## Table of computed values

```
lattice constant a = 5.0 bohr
potential amplitude A = 0.20 hartree
cells M = 12, electrons of one spin N = 5
ring length L = 60.0 bohr
mesh step b = 0.10472 1/bohr
gap above the lowest band = 0.1992 hartree
largest error of the one-step selection rule = 7.8e-16
nonempty subsets tested = 4095, with nonzero z = 1
link from j=0 to 1 = 0.999580
weight leaked to other bands, j=0 = 0.000840
link from j=5 to 6 (zone edge) = 0.957150
weight leaked to other bands, j=5 = 0.083864
ring ground state, N =  1: |z| = 4.8e-13 (rounding)
ring ground state, N =  2: |z| = 0.499580
ring ground state, N =  3: |z| = 1.2e-13 (rounding)
ring ground state, N =  4: |z| = 0.498924
ring ground state, N =  5: |z| = 5.0e-13 (rounding)
ring ground state, N =  6: |z| = 0.497492
ring ground state, N =  7: |z| = 7.8e-14 (rounding)
ring ground state, N =  8: |z| = 0.493429
ring ground state, N =  9: |z| = 1.4e-13 (rounding)
ring ground state, N = 10: |z| = 0.479325
ring ground state, N = 11: |z| = 1.1e-13 (rounding)
ring ground state, N = 12: |z| = 0.878254
singular values of S, N = 5: 0.99958 0.99958 0.99934 0.99934 0.00000
weight of j=+2 in the leaving state = 1.00000000
weight of j=-2 in the unreached state = 1.00000000
full band, 24 cells: |z| = 0.936818
lambda^2, full band, 12 cells = 1.9730 bohr^2
lambda^2, full band, 24 cells = 1.9839 bohr^2
band average of quantum metric = 1.9873 bohr^2
impurity height = 0.010 hartree, width = 1.0 bohr
edge-to-edge scattering element = 2.329e-04 hartree
energy step E(3)-E(2) = 0.02297 hartree
|z| with impurity, N = 5, full solution = 0.02074
|z| with impurity, N = 5, first order = 0.02027
Hubbard, 6 sites, 3 up 3 down, U/t = 0: |z| = 0.000000
Hubbard, 6 sites, 3 up 3 down, U/t = 4: |z| = 0.560017
Hubbard, 6 sites, 3 up 3 down, U/t = 8: |z| = 0.869341
Hubbard, 6 sites, 3 up 1 down, U/t = 4: |z| = 3.7e-16
2D 6x6, tx=ty, 9 electrons: |z_x| = 8.1e-47, |z_y| = 1.9e-47
2D 6x6, tx=0.05 ty, half full: |z_x| = 1.000000, |z_y| = 1.8e-93
2D 6x12, tx=0.05 ty, half full: |z_x| = 2.3e-29
```
